# How iodine spin-orbit coupling shields the proton in HI, part 1

(Sections cited here and not found follow in the second part.)

A nonrelativistic calculation gives the proton roughly the same shielding, near 30 ppm, in HCl, HBr and HI. The proton of HI is in fact more shielded than this by somewhat more than 10 ppm. A scalar-relativistic Hamiltonian does not close the gap. It changes the radial shape of the iodine orbitals, but it is spin-free, so the closed shell keeps zero spin density in a magnetic field, and the hyperfine contact operator of the proton has nothing to act on. The missing shielding comes from spin-orbit coupling on iodine, which turns the orbital motion induced by the field into spin density at the proton.

## Operators

Atomic units are used, with \(g=2\), and shieldings are quoted in ppm. A nuclear moment \(\boldsymbol\mu\) in a field \(\mathbf B\) has energy \(-\boldsymbol\mu\cdot(1-\sigma)\mathbf B\), so the electronic part gives
\[
\sigma_{\alpha\beta}=\frac{\partial^2E}{\partial B_\alpha\,\partial\mu_\beta}.
\]
An electron (charge \(-1\)) has the magnetic Hamiltonian \(\tfrac12(\mathbf p+\mathbf A)^2+\mathbf s\cdot(\nabla\times\mathbf A)\), with
\[
\mathbf A=\tfrac12\mathbf B\times\mathbf r+\alpha^2\,\frac{\boldsymbol\mu\times\mathbf r_H}{r_H^3},
\]
where \(\mathbf r\) is measured from iodine (the gauge origin) and \(\mathbf r_H\) from the proton. Since \(\nabla\cdot\mathbf A=0\), the term linear in \(\mathbf A\) is \(\mathbf A\cdot\mathbf p\), and its uniform-field part is \(\tfrac12(\mathbf B\times\mathbf r)\cdot\mathbf p=\tfrac12\mathbf B\cdot\mathbf l\). This is the orbital Zeeman operator \(O\). The nuclear part of \(\mathbf A\cdot\mathbf p\) and the cross term in \(A^2\) give the ordinary spin-free paramagnetic and diamagnetic shieldings, which are a separate matter.

For the spin term, \(\boldsymbol\mu\times\mathbf r_H/r_H^3=\nabla\times(\boldsymbol\mu/r_H)\). The identity \(\nabla\times\nabla\times=\nabla\nabla\cdot-\nabla^2\) and \(\nabla^2(1/r)=-4\pi\delta(\mathbf r)\) give the curl \(\nabla(\boldsymbol\mu\cdot\nabla)(1/r_H)+4\pi\boldsymbol\mu\,\delta(\mathbf r_H)\). The tensor \(\partial_i\partial_j(1/r)\) equals \((3r_ir_j-r^2\delta_{ij})/r^5\) away from the origin, which is traceless. Its full trace must be \(-4\pi\delta(\mathbf r)\), so it also holds the isotropic piece \(-\tfrac{4\pi}{3}\delta_{ij}\delta(\mathbf r)\). The delta terms add to \(4\pi-\tfrac{4\pi}{3}=\tfrac{8\pi}{3}\), and the Fermi contact operator is
\[
F=k\,\delta(\mathbf r_H)\,\boldsymbol\mu\cdot\mathbf s,\qquad k=\tfrac{8\pi}{3}\alpha^2 .
\]
With \(\alpha=0.00729735\), \(k=4.46118\times10^{-4}\); the SI coefficient \(\tfrac{2\mu_0}{3}g\mu_B\), converted to atomic units, gives the same number. The traceless piece is the spin-dipole operator. Its angular average vanishes, so it has no matrix element between \(s\) functions on the proton, and it is dropped. The uniform field also gives the spin Zeeman operator \(Z=\mathbf B\cdot\mathbf s\). Spin-orbit coupling is taken as \(W=\zeta\,\mathbf l\cdot\mathbf s\) with \(\zeta>0\), acting within the iodine 5p shell.

One term is left out. Replacing \(\mathbf p\) by \(\mathbf p+\mathbf A\) inside the spin-orbit operator gives a field-dependent spin-orbit operator, which couples to \(F\) in second order and is needed for independence of the gauge origin.

## Why the effect starts in third order

The electrons are treated as independent, in a fixed spin-free mean field \(h_0\) with doubly occupied real orbitals. The mean field is not allowed to respond (uncoupled approximation). Every term of the perturbation series is a sum over spin-orbitals, and because the orbital energies do not depend on spin, the spin sum is a trace over the product of the spin factors.

In second order, \(O\) with \(F\) carries \(\operatorname{tr}s_\beta=0\). The pair \(Z\), \(F\) also vanishes, since \(Z\) commutes with \(h_0\) and has no element between occupied and virtual orbitals. A third operator must supply one more \(\mathbf s\), to make the spin trace nonzero, and one more imaginary spatial factor, since \(\mathbf l\) is imaginary between real orbitals and the energy is real. \(W\) supplies both. The trace is \(\operatorname{tr}(s_\gamma s_\beta)=\tfrac12\delta_{\gamma\beta}\), so only the component \(\zeta\,l_\beta s_\beta\) along \(\boldsymbol\mu\) acts. The triple \(Z,W,F\) adds nothing to a diagonal element \(\sigma_{\beta\beta}\): in a trace of three factors the two \(s_\beta\) can be made adjacent by cyclic permutation, and \(\operatorname{tr}(s_\gamma s_\beta s_\beta)=\tfrac14\operatorname{tr}s_\gamma=0\).

## The third-order energy of a determinant

Let \(h=h_0+\eta V\), let \(P=P_0+\eta P_1+\eta^2P_2+\dots\) project on the occupied spin-orbitals, and let \(E=\operatorname{tr}(Ph)\). Indices \(i,j\) are occupied and \(a,b\) virtual. The projector obeys \(P^2=P\) and \([h,P]=0\). Differentiating \(P^2=P\) gives \(PP'+P'P=P'\), so \(P'\) has only occupied-virtual blocks; \(h\) has none, hence \(\operatorname{tr}(P'h)=0\) and \(dE/d\eta=\operatorname{tr}(PV)\). The \(\eta^2\) terms give \(3E_3=\operatorname{tr}(P_2V)\).

In first order, \(P_0P_1+P_1P_0=P_1\) forces the occupied-occupied and virtual-virtual blocks to zero. The \(ai\) element of \([h_0,P_1]+[V,P_0]=0\) reads \((\varepsilon_a-\varepsilon_i)(P_1)_{ai}+V_{ai}=0\), so
\[
(P_1)_{ai}=U_{ai}=\frac{V_{ai}}{\varepsilon_i-\varepsilon_a},\qquad (P_1)_{ia}=U_{ai}^* .
\]
In second order, \(P_0P_2+P_2P_0+P_1^2=P_2\) gives \(2P_2+P_1^2=P_2\) in the occupied block and \(P_1^2=P_2\) in the virtual block:
\[
(P_2)_{ij}=-\sum_aU_{ai}^*U_{aj},\qquad (P_2)_{ab}=\sum_iU_{ai}U_{bi}^* .
\]
The \(ai\) element of \([h_0,P_2]+[V,P_1]=0\) gives
\[
(P_2)_{ai}=\frac{\sum_bV_{ab}U_{bi}-\sum_jU_{aj}V_{ji}}{\varepsilon_i-\varepsilon_a}.
\]
Define \(T_p=\sum U_{ai}^*V_{ab}U_{bi}\) and \(T_h=\sum U_{ai}^*U_{aj}V_{ji}\), both real because \(V\) is Hermitian. In \(\operatorname{tr}(P_2V)\) the virtual block gives \(T_p\) and the occupied block \(-T_h\). The \(ai\) block gives \(T_p-T_h\), because \(V_{ia}/(\varepsilon_i-\varepsilon_a)=U_{ai}^*\), and the \(ia\) block gives its complex conjugate. The sum is \(3(T_p-T_h)\), so \(E_3=T_p-T_h\). With \(V=O+W+F\), the part linear in each operator is
\[
E_3=\sum_{(A,M,C)}\left[\sum_{iab}\frac{A_{ia}M_{ab}C_{bi}}{(\varepsilon_i-\varepsilon_a)(\varepsilon_i-\varepsilon_b)}-\sum_{ija}\frac{A_{ia}C_{aj}M_{ji}}{(\varepsilon_i-\varepsilon_a)(\varepsilon_j-\varepsilon_a)}\right],
\]
where \((A,M,C)\) runs over the six assignments of \(O,W,F\). The end operators \(A\) and \(C\) create and destroy an excitation. The middle operator \(M\) acts on the excited electron in the first sum (particle path) and on the hole in the second (hole path). Only occupied-virtual gaps appear, so degeneracy among occupied orbitals does no harm.

## The model

The bond lies along \(z\). All atomic orbitals are taken as orthonormal, \(\mathbf l\) acts only within the iodine \(p\) shell, and only the light atom's \(s\) orbital has amplitude at its nucleus, with \(\rho_s=|s(0)|^2\). To expose the role of \(s\) character, both bonding hybrids are left general:
\[
h=\sqrt\lambda\,s+\sqrt{1-\lambda}\,p,\qquad t=\sqrt\kappa\,s_I+c\,p_z,\qquad c=\sqrt{1-\kappa}.
\]
Here \(p\) is an axial \(p\) orbital of the light atom, and hydrogen has \(\lambda=1\). The bond orbitals are
\[
\sigma=a\,h+b\,t,\qquad \sigma^*=b\,h-a\,t,\qquad a^2=f,\quad b^2=1-f .
\]
The occupied orbitals are \(\sigma\), the lone pairs \(\pi_x=p_x\) and \(\pi_y=p_y\), the iodine hybrid \(n=c\,s_I-\sqrt\kappa\,p_z\), and a spectator bond \(\sigma'\) formed by the light atom's second hybrid with a further ligand. The virtual orbitals are \(\sigma^*\) and \(\sigma'^*\). The gaps are \(\Delta_\pi=\varepsilon_{\sigma^*}-\varepsilon_\pi\) and \(\Delta_\sigma=\varepsilon_{\sigma^*}-\varepsilon_\sigma\).

The amplitudes at the nucleus are \(a\sqrt\lambda\,s(0)\) for \(\sigma\) and \(b\sqrt\lambda\,s(0)\) for \(\sigma^*\), so
\[
\delta_{\sigma^*\sigma^*}=b^2\lambda\rho_s,\qquad \delta_{\sigma^*\sigma}=ab\,\lambda\rho_s ,
\]
while \(\pi_x\), \(\pi_y\) and \(n\) have none. From \(l_x=-i(y\partial_z-z\partial_y)\) one finds \(l_xp_z=-ip_y\), \(l_xp_y=ip_z\), \(l_xp_x=0\). The \(p_z\) coefficients are \(bc\) in \(\sigma\) and \(-ac\) in \(\sigma^*\), so
\[
\langle\pi_y|l_x|\sigma^*\rangle=+iac,\qquad \langle\pi_y|l_x|\sigma\rangle=-ibc ,
\]
and the reversed elements are the complex conjugates.

For \(\mathbf B\) and \(\boldsymbol\mu\) along \(z\), each term holds two factors \(l_z\) and only one can be the middle operator. An end operator needs an occupied-virtual element, and \(l_z\) has none, because it commutes with the axially symmetric \(h_0\). Therefore \(\sigma_\parallel=0\) to first order in \(\zeta\) in this model. The parallel part of the third-order \(O,W,F\) sum also vanishes in any closed-shell linear molecule with the gauge origin on the axis. There the \(z\) part of \(W\) is \(\sum_N\xi_N(r_N)\,l_z\), which can have occupied-virtual elements. But \(O\) still cannot be an end, so \(W\) and \(F\) are the two ends and share one orbital (\(i\) in the particle sum, \(a\) in the hole sum). \(F\) requires that orbital to be of \(\sigma\) type, and \(l_z\) annihilates a \(\sigma\) orbital. The argument covers neither the spin-dipole operator nor the field-dependent spin-orbit operator left out above. The latter is also first order in spin-orbit coupling and gives a small parallel contact term, about 0.01 ppm for the HI orbitals used below.

For both along \(x\), each ordering carries the weight \(\tfrac12\cdot\zeta\cdot k\cdot\tfrac12=\zeta k/4\), from \(O\), \(W\), \(F\) and the spin trace.

In the particle path the middle operator joins two virtual orbitals. Both are of \(\sigma\) type and \(l_x\) vanishes between them, so the middle is \(F\). The ends are two factors \(l_x\), whose only occupied-virtual element is \(\pi_y\)–\(\sigma^*\), since \(\sigma'^*\) has no iodine part. Two orderings remain (\(O\) and \(W\) exchanged), and
\[
\sigma_{\rm part}=2\cdot\frac{\zeta k}{4}\,\frac{(iac)(b^2\lambda\rho_s)(-iac)}{\Delta_\pi^2}=\frac{\zeta k\rho_s\lambda c^2a^2b^2}{2\Delta_\pi^2}.
\]

In the hole path \(F\) cannot be the middle, since two \(l_x\) ends would force \(i=j=\pi_y\), where the contact element is zero. So one \(l_x\) is an end, which fixes \(\pi_y\) and \(\sigma^*\); the other is the middle and joins \(\pi_y\) to an occupied orbital containing \(p_z\), that is \(\sigma\) or \(n\); and \(F\) joins that orbital to \(\sigma^*\), which excludes \(n\). The spectator \(\sigma'\) has a contact element with \(\sigma^*\) but no \(l_x\) element with \(\pi_y\), so it drops out. For \(i=\pi_y\), \(j=\sigma\) the product is \((iac)(ab\lambda\rho_s)(ibc)=-a^2b^2c^2\lambda\rho_s\). For \(i=\sigma\), \(j=\pi_y\) it is \((ab\lambda\rho_s)(-iac)(-ibc)\), the same value. The denominator is \((-\Delta_\pi)(-\Delta_\sigma)\). Either \(O\) or \(W\) may be the middle, so there are four orderings:
\[
\sigma_{\rm hole}=-4\cdot\frac{\zeta k}{4}\,\frac{-a^2b^2c^2\lambda\rho_s}{\Delta_\pi\Delta_\sigma}=+\frac{\zeta k\rho_s\lambda c^2a^2b^2}{\Delta_\pi\Delta_\sigma}.
\]
The positive sign is the hole's minus sign times the opposite phase of \(p_z\) in \(\sigma\) and \(\sigma^*\). Losing either one would give the two paths opposite signs.

The \(y\) direction gives the same value by symmetry. Off-diagonal elements vanish. For \(xy\) the factors \(l_x\) and \(l_y\) attach to different \(\pi\) orbitals, which \(F\) cannot join. An \(l_z\) can only be the middle between \(\pi_x\) and \(\pi_y\), which leaves \(F\) as an end on a \(\pi\) orbital. A middle \(Z\) is diagonal in space and needs \(W\) and \(F\) to share an occupied-virtual pair, which they do not. The result is
\[
\sigma_\perp=\zeta k\rho_s\,\lambda(1-\kappa)f(1-f)\left[\frac{1}{2\Delta_\pi^2}+\frac{1}{\Delta_\pi\Delta_\sigma}\right],\qquad \sigma_\parallel=0,\qquad \sigma_{\rm iso}=\tfrac23\sigma_\perp .
\]

The third-order model gives a positive contact shielding perpendicular to the bond, with the particle and hole paths adding, and no parallel part to first order in \(\zeta\). What remains is to interpret the result physically, examine its dependence on \(s\) character, and test it with numbers, all-orders spin-orbit coupling and real HI orbitals.
